**HOMO splitting and transfer integral in a model dimer**

The two highest occupied levels of a dimer are split by $\Delta=\sqrt{D^2+4t^2}$, where $D$ is the site-energy difference and $t$ the coupling of the two fragment HOMOs in an orthonormal basis. The program compares this formula with full diagonalization of two stacked six-site chains and asserts agreement within 6 meV; the largest deviation found is 1.96 meV. At the slip where $t$ vanishes, the full splitting is still 118.9 meV for $D=120$ meV. At a slip of 0.15 nm, half the splitting is 76.4 meV while $t$ is 48.9 meV. Further assertions cover the recovery of $|t|$ from orbital weights, from a bias minimum and from short-time transfer, as well as the formulas for overlapping orbitals. A Coulomb sum over model charges gives $|D|=109$ meV for an isolated herringbone pair and no difference, within rounding, for the full layer. The program also asserts the condition for equal sharing of a relaxed hole and sizes the effect of thermal slip on $t$.

## Program and output

```python
"""
Result under test: the two highest occupied levels of a molecular dimer are
split by  Delta = sqrt(D^2 + 4 t^2),  so Delta/2 is not |t| unless D = 0.
  D : difference of the site energies of the two fragment HOMOs
  t : coupling of the two fragment HOMOs in an orthonormal basis
The formula is compared with full diagonalization of two stacked six-site
pi chains, in which all orbitals of both chains take part.
Energies are in eV and lengths in nm inside the program.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

HBAR = const.hbar / const.e * 1e15          # eV fs
KT = const.k * 300.0 / const.e              # eV at 300 K

n_sites = 6
bond = 0.14
hopping = -2.5
height = 0.37
contact = 0.15        # coupling of two sites directly above each other
decay = 0.045
D_example = 0.12
slip_example = 0.15

chain = hopping * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
chain_levels, chain_orbitals = np.linalg.eigh(chain)
homo = chain_orbitals[:, n_sites // 2 - 1]
zeros = np.zeros(n_sites)
homo_1 = np.concatenate([homo, zeros])
homo_2 = np.concatenate([zeros, homo])


def interchain(slip):
    x = bond * np.arange(n_sites)
    offset = x[None, :] + slip - x[:, None]
    distance = np.sqrt(height**2 + offset**2)
    return contact * np.exp(-(distance - height) / decay)


def dimer(slip, D):
    w = interchain(slip)
    shift = 0.5 * D * np.eye(n_sites)
    return np.block([[chain + shift, w], [w.T, chain - shift]])


def full_splitting(slip, D):
    levels = np.linalg.eigvalsh(dimer(slip, D))
    return levels[n_sites - 1] - levels[n_sites - 2]


def fragment_t(slip):
    return homo @ interchain(slip) @ homo


def two_level(D, t):
    return np.sqrt(D**2 + 4 * t**2)


print("chain: sites %d, spacing %.2f nm, hopping %.2f eV"
      % (n_sites, bond, hopping))
print("stack: height %.2f nm, contact coupling %.0f meV, decay %.3f nm"
      % (height, 1e3 * contact, decay))
print("site-energy difference D = %.0f meV" % (1e3 * D_example))
print("chain HOMO-1, HOMO, LUMO = %.3f, %.3f, %.3f eV"
      % tuple(chain_levels[1:4]))

# Scan of the slip. The tolerance of 6 meV allows for the remote orbitals,
# which enter as (coupling^2 / gap^2) times D or an interchain coupling.
worst = 0.0
for slip in np.linspace(0.0, 0.35, 36):
    for D in (0.0, 0.06, D_example):
        error = full_splitting(slip, D) - two_level(D, fragment_t(slip))
        worst = max(worst, abs(error))
assert worst < 0.006
print("scan: slip nm | t | full splitting D=0 | full, D on | formula (meV)")
for slip in (0.0, 0.05, 0.10, 0.15, 0.20, 0.25, 0.30):
    t = fragment_t(slip)
    print("  %.2f | %7.1f | %6.1f | %6.1f | %6.1f"
          % (slip, 1e3 * t, 1e3 * full_splitting(slip, 0.0),
             1e3 * full_splitting(slip, D_example),
             1e3 * two_level(D_example, t)))
print("largest formula error in the fine scan = %.2f meV" % (1e3 * worst))

# Slip at which the fragment coupling vanishes
slip_null = brentq(fragment_t, 0.14, 0.28)
split_null = full_splitting(slip_null, D_example)
assert abs(split_null - D_example) < 0.006
print("t vanishes at slip = %.4f nm" % slip_null)
print("  full splitting there, D on  = %.2f meV" % (1e3 * split_null))
print("  full splitting there, D = 0 = %.2f meV"
      % (1e3 * full_splitting(slip_null, 0.0)))

# Example geometry: splitting, orbital weights, recovery of |t|
t_ex = fragment_t(slip_example)
levels, orbitals = np.linalg.eigh(dimer(slip_example, D_example))
split_ex = levels[n_sites - 1] - levels[n_sites - 2]
top = orbitals[:, n_sites - 1]
weight = np.sum(top[:n_sites]**2)
weight_formula = 0.5 * (1 + D_example / two_level(D_example, t_ex))
t_recovered = split_ex * np.sqrt(weight * (1 - weight))
remote = 1 - (homo_1 @ top)**2 - (homo_2 @ top)**2
assert abs(weight - weight_formula) < 0.02
assert abs(t_recovered - abs(t_ex)) < 0.005
assert split_ex / 2 > 1.2 * abs(t_ex)
print("example slip = %.2f nm: t = %.2f meV" % (slip_example, 1e3 * t_ex))
print("  full splitting = %.2f meV, half of it = %.2f meV"
      % (1e3 * split_ex, 5e2 * split_ex))
print("  formula splitting = %.2f meV" % (1e3 * two_level(D_example, t_ex)))
print("  HOMO weight on higher site: full %.4f, formula %.4f"
      % (weight, weight_formula))
print("  |t| recovered from splitting and weights = %.2f meV"
      % (1e3 * t_recovered))
print("  overestimate of t^2 by half splitting: factor %.2f"
      % ((split_ex / 2 / t_ex)**2))
print("  weight of remote orbitals in dimer HOMO = %.4f" % remote)

# A bias tunes D; the smallest splitting gives 2|t|
best = minimize_scalar(lambda D: full_splitting(slip_example, D),
                       bounds=(-0.3, 0.25), method="bounded")
assert abs(best.fun / 2 - abs(t_ex)) < 0.004
assert abs(best.x) < 0.005
print("  half of minimum splitting under bias = %.2f meV" % (5e2 * best.fun))


# Transfer in time between the fragment HOMOs, all orbitals included
def transfer(time):
    phases = np.exp(-1j * np.outer(np.atleast_1d(time), levels) / HBAR)
    return np.abs(phases @ ((orbitals.T @ homo_1) * (orbitals.T @ homo_2)))**2


short = 0.1
t_from_speed = HBAR * np.sqrt(transfer(short)[0]) / short
p_max = transfer(np.linspace(0, 60, 6001)).max()
p_formula = 4 * t_ex**2 / two_level(D_example, t_ex)**2
assert abs(t_from_speed / abs(t_ex) - 1) < 0.01
assert abs(p_max - p_formula) < 0.05
print("  |t| from transfer in the first %.1f fs = %.2f meV"
      % (short, 1e3 * t_from_speed))
print("  largest transfer probability: full %.3f, formula %.3f"
      % (p_max, p_formula))
print("  oscillation period h/Delta = %.1f fs"
      % (2 * np.pi * HBAR / split_ex))

# Overlapping fragment orbitals: generalized eigenproblem against formulas
e1, e2, J = -5.00, -5.12, -0.10
for s in (0.25, 0.01):
    H = np.array([[e1, J], [J, e2]])
    S = np.array([[1, s], [s, 1]])
    s_val, s_vec = np.linalg.eigh(S)
    root = s_vec @ np.diag(s_val**-0.5) @ s_vec.T
    H_orth = root @ H @ root
    t_orth = (J - s * (e1 + e2) / 2) / (1 - s**2)
    D_orth = (e1 - e2) / np.sqrt(1 - s**2)
    gap = np.diff(eigh(H, S, eigvals_only=True))[0]
    assert abs(H_orth[0, 1] - t_orth) < 1e-11
    assert abs(H_orth[0, 0] - H_orth[1, 1] - D_orth) < 1e-11
    assert abs(gap - two_level(D_orth, t_orth)) < 1e-11
print("overlap case: e1 = %.2f eV, e2 = %.2f eV, J = %.0f meV, s = %.2f"
      % (e1, e2, 1e3 * J, s))
print("  orthogonalized t = %.2f meV, D = %.3f meV, splitting = %.2f meV"
      % (1e3 * t_orth, 1e3 * D_orth, 1e3 * gap))
print("  splitting if raw J were used for t = %.2f meV"
      % (1e3 * two_level(e1 - e2, J)))

# Herringbone layer of molecules with charges +q, -2q, +q on the short axis
cell = np.array([0.60, 0.78])
tilt = np.radians(26.0)
q, arm = 0.10, 0.20
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # V nm


def electron_energy(target, source, kind):
    """Energy of an electron at target; kind +1 or -1 sets the tilt."""
    axis = arm * np.array([np.cos(tilt), kind * np.sin(tilt)])
    energy = 0.0
    for charge, place in ((q, source + axis), (-2 * q, source),
                          (q, source - axis)):
        energy -= coulomb * charge / np.linalg.norm(target - place)
    return energy


site_A, site_B = np.zeros(2), cell / 2
D_pair = (electron_energy(site_A, site_B, -1)
          - electron_energy(site_B, site_A, +1))


def layer_energy(target, radius=4.03):
    total = 0.0
    for i in range(-9, 10):
        for j in range(-9, 10):
            for origin, kind in ((site_A, +1), (site_B, -1)):
                source = origin + cell * np.array([i, j])
                if 1e-6 < np.linalg.norm(source - target) < radius:
                    total += electron_energy(target, source, kind)
    return total


D_layer = layer_energy(site_A) - layer_energy(site_B)
assert abs(D_pair) > 0.02
assert abs(D_layer) < 1e-9
print("herringbone: cell %.2f x %.2f nm, tilt %.0f deg, q %.2f e, arm %.2f nm"
      % (cell[0], cell[1], np.degrees(tilt), q, arm))
print("  |D| of isolated pair = %.1f meV" % (1e3 * abs(D_pair)))
print("  |D| in full layer below 1e-6 meV: %s" % (abs(D_layer) < 1e-9))

# Thermal slip, classical oscillator with rough mass and mode energy
molecule_mass, mode = 530.0, 0.005
reduced = 0.5 * molecule_mass * const.atomic_mass
omega = mode * const.e / const.hbar
sigma = np.sqrt(KT * const.e / reduced) / omega * 1e9
nodes, gauss = np.polynomial.hermite.hermgauss(16)
gauss = gauss / np.sqrt(np.pi)


def thermal(function, centre):
    return sum(g * function(centre + np.sqrt(2) * sigma * x)
               for g, x in zip(gauss, nodes))


rms_null = np.sqrt(thermal(lambda x: fragment_t(x)**2, slip_null))
slope = (fragment_t(slip_null + 1e-4) - fragment_t(slip_null - 1e-4)) / 2e-4
assert abs(rms_null / (abs(slope) * sigma) - 1) < 0.1
mean_ex = thermal(fragment_t, slip_example)
spread_ex = np.sqrt(thermal(lambda x: (fragment_t(x) - mean_ex)**2,
                            slip_example))
mean_split = thermal(lambda x: full_splitting(x, D_example), slip_null)
print("thermal slip at 300 K (kT = %.1f meV): mass %.0f u, mode %.0f meV"
      % (1e3 * KT, molecule_mass, 1e3 * mode))
print("  rms slip = %.4f nm; spread of t at example slip = %.1f meV"
      % (sigma, 1e3 * spread_ex))
print("  at the null: rms t = %.1f meV, mean splitting = %.1f meV"
      % (1e3 * rms_null, 1e3 * mean_split))


# Hole relaxation for D = 0: lower energy surface of two coupled parabolas
def symmetric_minimum(relaxation, t):
    grid = np.linspace(0, 1, 401)
    lower = [np.linalg.eigvalsh([[relaxation * x**2, t],
                                 [t, relaxation * (1 - x)**2]])[0]
             for x in grid]
    return abs(grid[int(np.argmin(lower))] - 0.5) < 0.01


assert symmetric_minimum(0.8 * 2 * abs(t_ex), t_ex)
assert not symmetric_minimum(1.2 * 2 * abs(t_ex), t_ex)
relaxation = 0.15
print("hole relaxation energy %.0f meV (rough); ratio to 2|t| = %.2f"
      % (1e3 * relaxation, relaxation / (2 * abs(t_ex))))
print("  relaxed hole shared equally at D = 0: %s"
      % symmetric_minimum(relaxation, t_ex))

print("all assertions hold")
```

Output:

```
chain: sites 6, spacing 0.14 nm, hopping -2.50 eV
stack: height 0.37 nm, contact coupling 150 meV, decay 0.045 nm
site-energy difference D = 120 meV
chain HOMO-1, HOMO, LUMO = -3.117, -1.113, 1.113 eV
scan: slip nm | t | full splitting D=0 | full, D on | formula (meV)
  0.00 |   162.8 |  325.6 |  347.1 |  347.1
  0.05 |   147.7 |  294.7 |  318.1 |  318.8
  0.10 |   106.2 |  210.9 |  242.3 |  244.0
  0.15 |    48.9 |   96.0 |  152.9 |  154.8
  0.20 |   -11.5 |   24.1 |  121.4 |  122.2
  0.25 |   -62.3 |  124.9 |  172.6 |  173.0
  0.30 |   -93.8 |  187.5 |  222.3 |  222.7
largest formula error in the fine scan = 1.96 meV
t vanishes at slip = 0.1902 nm
  full splitting there, D on  = 118.93 meV
  full splitting there, D = 0 = 1.27 meV
example slip = 0.15 nm: t = 48.88 meV
  full splitting = 152.89 meV, half of it = 76.45 meV
  formula splitting = 154.78 meV
  HOMO weight on higher site: full 0.8861, formula 0.8877
  |t| recovered from splitting and weights = 48.57 meV
  overestimate of t^2 by half splitting: factor 2.45
  weight of remote orbitals in dimer HOMO = 0.0037
  half of minimum splitting under bias = 48.00 meV
  |t| from transfer in the first 0.1 fs = 48.88 meV
  largest transfer probability: full 0.394, formula 0.399
  oscillation period h/Delta = 27.0 fs
overlap case: e1 = -5.00 eV, e2 = -5.12 eV, J = -100 meV, s = 0.01
  orthogonalized t = -49.40 meV, D = 120.006 meV, splitting = 155.45 meV
  splitting if raw J were used for t = 233.24 meV
herringbone: cell 0.60 x 0.78 nm, tilt 26 deg, q 0.10 e, arm 0.20 nm
  |D| of isolated pair = 109.0 meV
  |D| in full layer below 1e-6 meV: True
thermal slip at 300 K (kT = 25.9 meV): mass 530 u, mode 5 meV
  rms slip = 0.0128 nm; spread of t at example slip = 15.5 meV
  at the null: rms t = 15.0 meV, mean splitting = 122.5 meV
hole relaxation energy 150 meV (rough); ratio to 2|t| = 1.53
  relaxed hole shared equally at D = 0: False
all assertions hold
```
